# Transfer length of a planar ohmic contact, derived in two ways: test program

```python
"""Planar ohmic contact as a distributed resistive line.

Result under test: beneath the contact the sheet voltage V(x), measured from
the metal, obeys V'' = V / L_T**2 with L_T = sqrt(rho_c / R_sheet), and the
front resistance is R_c = R_sheet * L_T / W * coth(d / L_T).
Symbols: rho_c specific contact resistivity (ohm cm2), R_sheet resistance of
the sheet beneath the metal (ohm per square), d contact length along the
current, W contact width. Lengths are in cm inside the program.
The formulas are compared with Kirchhoff networks solved numerically.
"""
import numpy as np
from scipy.constants import e as q_e, k as k_B
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.sparse import bmat, diags, identity, kron
from scipy.sparse.linalg import spsolve

UM = 1e-4          # one micrometre in cm
W = 100 * UM


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def coth(z):
    return 1 / np.tanh(z)


def chain(series, shunt, source):
    """Node voltages of a resistor chain with a shunt at every node."""
    g = 1 / series
    diagonal = shunt.copy()
    diagonal[:-1] += g
    diagonal[1:] += g
    band = np.zeros((3, len(shunt)))
    band[0, 1:] = -g
    band[1] = diagonal
    band[2, :-1] = -g
    return solve_banded((1, 1), band, source)


def contact_network(r_sheet, rho_c, d, n=2000):
    """Unit current enters at x = 0; the metal is at zero voltage."""
    h = d / n
    x = (np.arange(n) + 0.5) * h
    shunt = np.full(n, W * h / rho_c)
    source = np.zeros(n)
    source[0] = 1.0
    v = chain(np.full(n - 1, r_sheet * h / W), shunt, source)
    return x, v, shunt, v[0] + r_sheet * h / (2 * W)


def transfer_length(r_sheet, rho_c):
    return np.sqrt(rho_c / r_sheet)


def front_resistance(r_sheet, rho_c, d):
    lt = transfer_length(r_sheet, rho_c)
    return r_sheet * lt / W * coth(d / lt)


# ---- example inputs (rough AlGaN/GaN regime) ----
n_s, mobility, rho_c, d = 1e13, 1600.0, 2e-6, 2 * UM
R_sh = 1 / (q_e * n_s * mobility)
L_T = transfer_length(R_sh, rho_c)
a = d / L_T
R_c = front_resistance(R_sh, rho_c, d)

# ---- decay length read from networks, for several parameter pairs ----
for r_test, rho_test in ((400, 1e-6), (400, 4e-6), (1600, 4e-6),
                         (100, 4e-6), (R_sh, rho_c)):
    x, v, _, _ = contact_network(r_test, rho_test, 50 * UM, 5000)
    i1, i2 = np.searchsorted(x, [1 * UM, 3 * UM])
    decay = (x[i2] - x[i1]) / np.log(v[i1] / v[i2])
    assert close(decay, transfer_length(r_test, rho_test), 1e-3)
decay_example = decay

# ---- profile, front and end resistance, crowding, power share ----
x, v, shunt, R_front_net = contact_network(R_sh, rho_c, d)
profile = R_sh * L_T / W * np.cosh((d - x) / L_T) / np.sinh(a)
assert np.max(np.abs(v / profile - 1)) < 1e-4
assert close(R_front_net, R_c, 1e-4)
R_end = R_sh * L_T / (W * np.sinh(a))
assert close(v[-1], R_end, 1e-4)
edges = np.linspace(0, d, len(x) + 1)
collected = np.concatenate(([0.0], np.cumsum(shunt * v)))
fraction = 1 - np.sinh((d - L_T) / L_T) / np.sinh(a)
assert close(np.interp(L_T, edges, collected), fraction, 1e-4)
crowding = a * coth(a)
assert close(v[0] / np.mean(v), crowding, 2e-3)  # first node is half a cell in
share = 0.5 + a / np.sinh(2 * a)
assert close(np.sum(shunt * v**2) / R_front_net, share, 1e-3)

# ---- dependence on contact length, short limit, five per cent rule ----
lengths = [0.5, 1.0, 2.0, 4.0]
table = [front_resistance(R_sh, rho_c, s * UM) for s in lengths]
for s, r in zip(lengths, table):
    assert close(contact_network(R_sh, rho_c, s * UM)[3], r, 1e-4)
d_short = 0.3 * L_T
short = rho_c / (W * d_short) + R_sh * d_short / (3 * W)
assert close(contact_network(R_sh, rho_c, d_short)[3], short, 5e-4)
d_five = L_T * np.arctanh(1 / 1.05)
R_long = contact_network(R_sh, rho_c, 20 * L_T, 8000)[3]
assert close(contact_network(R_sh, rho_c, d_five)[3] / R_long, 1.05, 1e-4)
assert close(R_long * W, np.sqrt(rho_c * R_sh), 1e-4)


# ---- gap series: two contacts, sheet beneath them may be altered ----
def gap_resistance(r_under, gap):
    h = 0.01 * UM
    nc, ng = round(d / h), round(gap / h)
    sheet = np.r_[np.full(nc, r_under), np.full(ng, R_sh), np.full(nc, r_under)]
    g = np.r_[np.full(nc, W * h / rho_c), np.zeros(ng), np.full(nc, W * h / rho_c)]
    metal = np.r_[np.ones(nc), np.zeros(ng + nc)]
    volts = chain(h * (sheet[:-1] + sheet[1:]) / (2 * W), g, g * metal)
    return 1 / np.sum(g[:nc] * (1 - volts[:nc]))


gaps = np.array([2, 5, 10, 20]) * UM
apparent = {}
for ratio in (1.0, 0.5):
    totals = [gap_resistance(ratio * R_sh, s) for s in gaps]
    slope, intercept = np.polyfit(gaps, totals, 1)
    l_app = intercept / (2 * slope)
    rho_app = slope * W * l_app**2
    l_under = transfer_length(ratio * R_sh, rho_c)
    assert close(rho_app / rho_c, ratio * coth(d / l_under)**2, 1e-3)
    apparent[ratio] = (l_app, rho_app)


# ---- finite thickness: two-dimensional network, lengths in units of L_T ----
def path_matrix(n):
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    return diags([main, -np.ones(n - 1), -np.ones(n - 1)], [0, 1, -1])


thick_results = []
for t in (1.0, 0.5):
    h, lead, length = 0.025, 4.0, 3.0
    ny, n_lead, nx = round(t / h), round(lead / h), round((lead + length) / h)
    resistivity = t                       # sheet resistance is one
    top = np.zeros((nx, ny))
    top[n_lead:, -1] = h / (1 + resistivity * h / 2)
    matrix = (kron(path_matrix(nx), identity(ny))
              + kron(identity(nx), path_matrix(ny))) / resistivity
    matrix = (matrix + diags(top.ravel())).tocsc()
    source = np.zeros((nx, ny))
    source[0] = 1 / ny
    volts = spsolve(matrix, source.ravel()).reshape(nx, ny)
    r_2d = volts[0].mean() - (n_lead - 0.5) * h
    lower = coth(length)
    root = np.sqrt(1 + t**2 / 3)
    upper = root * coth(length / root)
    assert lower < r_2d < upper * 1.001   # allowance for the grid
    thick_results.append((t, lower, r_2d, upper))
t_layer = 10e-7                           # 10 nm in cm
thickness_excess = front_resistance(
    R_sh, rho_c + R_sh * t_layer**2 / 3, d) / R_c - 1

# ---- resistive metal along the flow: two coupled rails ----
n, h, r_metal_test = 750, 0.02, 0.5
P, one = path_matrix(n), identity(n)
ground = np.zeros(n)
ground[-1] = 1.0
rails = bmat([[P / h + h * one, -h * one],
              [-h * one, P / (r_metal_test * h) + h * one + diags(ground)]])
source = np.zeros(2 * n)
source[0] = 1.0
both = spsolve(rails.tocsc(), source)
drop = both[:n] - both[n:]
rate = np.log(drop[50] / drop[150]) / (100 * h)
assert close(rate, np.sqrt(1 + r_metal_test), 1e-3)
R_metal, R_plated = 0.1, 0.01
lt_metal_change = np.sqrt(R_sh / (R_sh + R_metal)) - 1

# ---- resistive metal along the finger width, fed at one end ----
finger = []
for r_m in (R_metal, R_plated):
    n = 2000
    h = W / n
    source = np.zeros(n)
    source[0] = 1.0
    per_length = r_m / d
    volts = chain(np.full(n - 1, per_length * h), np.full(n, h / (R_c * W)), source)
    total = volts[0] + per_length * h / 2
    scale = np.sqrt(R_c * W / per_length)
    assert close(total, per_length * scale * coth(W / scale), 1e-4)
    assert R_c < total < R_c + per_length * W / 3
    finger.append(total)

# ---- nonlinear interface J = (V0/rho_c) sinh(V/V0), long contact ----
V0 = 0.05
nonlinear = []
for line_current in (0.01, 1.0):          # A/mm
    i_cm = 10 * line_current
    slope_edge = i_cm * R_sh * L_T / V0

    def reached(s, y, target=slope_edge):
        return y[1] - target
    reached.terminal = True
    run = solve_ivp(lambda s, y: [y[1], np.sinh(y[0])], (0, 40), [1e-4, 0.0],
                    events=reached, rtol=1e-9, atol=1e-12)
    v_edge = 2 * V0 * np.arcsinh(slope_edge / 2)
    assert close(V0 * run.y_events[0][0][0], v_edge, 1e-4)
    nonlinear.append((line_current, i_cm * R_sh * L_T, v_edge))

# ---- hot operation, mobility falling as a power of temperature ----
T_hot, exponent = 450.0, 1.8
R_hot = R_sh * (T_hot / 300)**exponent
L_hot = transfer_length(R_hot, rho_c)
R_c_hot = front_resistance(R_hot, rho_c, d)

print(f"sheet density {n_s:.1e} cm^-2, mobility {mobility:.0f} cm2/Vs")
print(f"contact resistivity {rho_c:.1e} ohm cm2")
print(f"contact length {d/UM:.1f} um, width {W/UM:.0f} um")
print(f"sheet resistance {R_sh:.1f} ohm/sq")
print(f"transfer length, formula {L_T/UM:.4f} um")
print(f"decay length, network {decay_example/UM:.4f} um")
print(f"d/L_T {a:.3f}, coth(d/L_T) {coth(a):.4f}")
print(f"front resistance, formula {R_c:.4f} ohm")
print(f"front resistance, network {R_front_net:.4f} ohm")
print(f"front resistance times width {R_c*W*10:.4f} ohm mm")
print(f"long-contact limit times width {np.sqrt(rho_c*R_sh)*10:.4f} ohm mm")
print(f"end resistance {R_end:.4f} ohm")
print(f"current collected within one L_T {100*fraction:.1f} %")
print(f"edge over mean current density {crowding:.3f}")
print(f"interface share of dissipated power {100*share:.1f} %")
for s, r in zip(lengths, table):
    print(f"contact length {s:.1f} um: R_c W = {r*W*10:.4f} ohm mm")
print(f"length for 5 % above long limit {d_five/UM:.3f} um = {d_five/L_T:.3f} L_T")
for ratio, (l_app, rho_app) in apparent.items():
    print(f"sheet under metal / between = {ratio:.1f}: true L_T "
          f"{transfer_length(ratio*R_sh, rho_c)/UM:.3f} um,")
    print(f"  apparent L_T {l_app/UM:.3f} um, apparent rho_c {rho_app:.3e} ohm cm2")
for t, lower, r_2d, upper in thick_results:
    print(f"thickness/L_T {t:.1f}, d/L_T 3: R_c/(R_sheet L_T/W) "
          f"lower {lower:.4f}, 2D {r_2d:.4f}, upper {upper:.4f}")
print(f"layer {t_layer*1e7:.0f} nm: R_c excess at most {100*thickness_excess:.4f} %")
print(f"metal {R_metal:.2f} ohm/sq along flow: L_T change {100*lt_metal_change:.4f} %")
for r_m, total in zip((R_metal, R_plated), finger):
    print(f"finger metal {r_m:.2f} ohm/sq fed at one end: total {total:.3f} ohm, "
          f"excess {100*(total/R_c-1):.1f} %")
print(f"interface voltage scale V0 {1e3*V0:.0f} mV, "
      f"kT/q at 300 K {1e3*k_B*300/q_e:.2f} mV")
for current, linear, true in nonlinear:
    print(f"{current:.2f} A/mm: edge voltage linear {1e3*linear:.3f} mV, "
          f"sinh law {1e3*true:.3f} mV, change {100*(true/linear-1):.3f} %")
print(f"sheet field at contact edge, 1 A/mm: {10*R_sh/1e3:.2f} kV/cm")
print(f"edge current density, 1 A/mm, linear: {10*coth(a)/L_T:.3e} A/cm2")
print(f"at {T_hot:.0f} K (mobility exponent -{exponent}): R_sheet {R_hot:.1f} ohm/sq")
print(f"  L_T {L_hot/UM:.4f} um, R_c W {R_c_hot*W*10:.4f} ohm mm")
print("every check passed")
```

Running it gives:

```
sheet density 1.0e+13 cm^-2, mobility 1600 cm2/Vs
contact resistivity 2.0e-06 ohm cm2
contact length 2.0 um, width 100 um
sheet resistance 390.1 ohm/sq
transfer length, formula 0.7160 um
decay length, network 0.7160 um
d/L_T 2.793, coth(d/L_T) 1.0075
front resistance, formula 2.8142 ohm
front resistance, network 2.8142 ohm
front resistance times width 0.2814 ohm mm
long-contact limit times width 0.2793 ohm mm
end resistance 0.3433 ohm
current collected within one L_T 64.1 %
edge over mean current density 2.814
interface share of dissipated power 52.1 %
contact length 0.5 um: R_c W = 0.4630 ohm mm
contact length 1.0 um: R_c W = 0.3158 ohm mm
contact length 2.0 um: R_c W = 0.2814 ohm mm
contact length 4.0 um: R_c W = 0.2793 ohm mm
length for 5 % above long limit 1.330 um = 1.857 L_T
sheet under metal / between = 1.0: true L_T 0.716 um,
  apparent L_T 0.721 um, apparent rho_c 2.030e-06 ohm cm2
sheet under metal / between = 0.5: true L_T 1.013 um,
  apparent L_T 0.526 um, apparent rho_c 1.080e-06 ohm cm2
thickness/L_T 1.0, d/L_T 3: R_c/(R_sheet L_T/W) lower 1.0050, 2D 1.1426, upper 1.1676
thickness/L_T 0.5, d/L_T 3: R_c/(R_sheet L_T/W) lower 1.0050, 2D 1.0435, upper 1.0474
layer 10 nm: R_c excess at most 0.0034 %
metal 0.10 ohm/sq along flow: L_T change -0.0128 %
finger metal 0.10 ohm/sq fed at one end: total 4.312 ohm, excess 53.2 %
finger metal 0.01 ohm/sq fed at one end: total 2.979 ohm, excess 5.9 %
interface voltage scale V0 50 mV, kT/q at 300 K 25.85 mV
0.01 A/mm: edge voltage linear 2.793 mV, sinh law 2.793 mV, change -0.013 %
1.00 A/mm: edge voltage linear 279.319 mV, sinh law 175.093 mV, change -37.314 %
sheet field at contact edge, 1 A/mm: 3.90 kV/cm
edge current density, 1 A/mm, linear: 1.407e+05 A/cm2
at 450 K (mobility exponent -1.8): R_sheet 809.3 ohm/sq
  L_T 0.4971 um, R_c W 0.4026 ohm mm
every check passed
```
